# Field Attenuation in a Junction-Barrier Schottky Slot

## Problem

In a junction-barrier Schottky diode under reverse bias, p-type walls shield the Schottky metal from the high field of the drift region. Model the walls as parallel grounded plates of negligible thickness, a distance $w$ apart, filling the half-space $y<0$. The slots open at $y=0$ into the drift region $y>0$, where the field tends to a uniform value $E_0$ far from the walls. Neglect space charge and take the permittivity as uniform and isotropic.

One slot occupies $0<x<w$. The potential $\phi$ is zero on the walls and rises into the drift region, and "field" means $\partial\phi/\partial y$ on the slot axis $x=w/2$. This is minus the usual component $E_y$, so it is positive here.

(a) The slot is very deep. By what factor has the leading part of the field fallen at depth $w$, and how large is that part at the mouth compared with $E_0$?

(b) Grounded Schottky metal now closes the slot at depth $w$. What is the field on it?

(c) Estimate the contact field for a silicon carbide diode with heavily doped walls, including space charge, the potential offset between wall and metal, and anisotropy.

## A tempting solution

The structure repeats with period $w$, so expand the potential in harmonics of that period, $\cos(2\pi m x/w)$. Laplace's equation makes the $m$th harmonic decay as $e^{2\pi m y/w}$ for $y<0$. The constant term must vanish between grounded walls, so $m=1$ leads, and at depth $w$ the field has fallen by

$$e^{-2\pi}\approx 0.0019 .$$

Metal placed at that depth then feels the field that was already there, $0.0019\,E_0$.

## Where it fails

There are two faults.

The first is the choice of harmonics. A term $\cos(2\pi mx/w)\,e^{2\pi my/w}$ is smooth across $x=0$, so it describes a charge-free line there. That is right above the mouth. Below it, the walls carry surface charge, and $\partial\phi/\partial x$ jumps across them. The potential is still periodic, but it has kinks: $|\sin(\pi x/w)|$ has period $w$, satisfies the wall condition, and varies half as fast inside a slot as the assumed harmonic. Moreover, $\cos(2\pi x/w)$ equals 1 on the walls, where the potential should vanish.

The second fault is to insert metal without changing the field. The metal must be an equipotential, which requires a reflected solution.

## (a) The deep slot

**Decay.** Put $\phi=X(x)Y(y)$ in $\phi_{xx}+\phi_{yy}=0$ and divide by $XY$:

$$\frac{X''}{X}=-\frac{Y''}{Y}=-k^2 .$$

The conditions $X(0)=X(w)=0$ give $X=\sin(n\pi x/w)$, with $k=n\pi/w$ and $n=1,2,\dots$ In a deep slot the solution that grows with depth is excluded, so $Y=e^{n\pi y/w}$. Even $n$ are antisymmetric about the axis and are not driven by the symmetric applied field. The leading term is $n=1$, and its field at depth $d$ is reduced by $e^{-\pi d/w}$. At $d=w$,

$$e^{-\pi}=0.0432 .$$

The next term, $n=3$, falls by $e^{-3\pi}$.

**Amplitude.** The mouth field of this mode requires the solution on both sides of $y=0$. Let $z=x+iy$ and let $W=\psi+i\phi$ be analytic in $z$, so that $\phi$ satisfies Laplace's equation. Try

$$\cos\omega=e^{-i\pi z/w},\qquad \omega=\frac{\pi W}{E_0w}=a+ib,$$

with $0\le a\le\pi$ and $b\ge0$. Then $\phi=E_0wb/\pi$. With $u=e^{\pi y/w}$, the real and imaginary parts read

$$\cos a\cosh b=u\cos\frac{\pi x}{w},\qquad \sin a\sinh b=u\sin\frac{\pi x}{w}.$$

The boundary conditions hold:

- On $x=0$, $y<0$, we have $u<1$. The second equation is met by $b=0$, and the first gives $\cos a=u$. Hence $\phi=0$ on the wall.
- On $x=0$, $y>0$, we have $u>1$, so $a=0$ and $\cosh b=u$. Here $\psi$ is constant, and $\partial\phi/\partial x=-\partial\psi/\partial y=0$, as symmetry requires.
- On $x=w$ the same holds, with $\cos a=-u$ on the wall and $a=\pi$ above it.
- Far into the drift region $b$ is large and $\cos\omega\approx\tfrac12e^{-i\omega}=\tfrac12e^{b}e^{-ia}$. Thus $b\approx\pi y/w+\ln2$, and the field tends to $E_0$.

Inside the slot $\zeta=e^{-i\pi z/w}$ has modulus $u<1$, so we may expand

$$\omega=\arccos\zeta=\frac{\pi}{2}-\zeta-\frac{\zeta^3}{6}-\dots$$

Since $-\operatorname{Im}\zeta=u\sin(\pi x/w)$, and likewise for the cube,

$$\phi=\frac{E_0w}{\pi}\left[u\sin\frac{\pi x}{w}+\frac{u^3}{6}\sin\frac{3\pi x}{w}+\dots\right].$$

Differentiating the first term with respect to $y$ gives a factor $\pi/w$, so its axis field is $E_0e^{\pi y/w}$. For thin walls the leading mode therefore starts at the mouth with field $E_0$, and $0.0432$ is also the ratio of its field at depth $w$ to the drift field.

The total field at the mouth is different. On the axis $a=\pi/2$ and $\sinh b=u$, so $\phi=(E_0w/\pi)\operatorname{arsinh}u$ and, using $du/dy=\pi u/w$,

$$\frac{\partial\phi}{\partial y}=\frac{E_0u}{\sqrt{1+u^2}} .$$

This is $E_0/\sqrt2$ at the mouth and $0.04317\,E_0$ at depth $w$. A numerical solution of Laplace's equation gave $0.7071\,E_0$ and $0.0431\,E_0$. Someone who divides by the total mouth field will find $0.061$; the decay law is the same, but the reference is not.

## (b) Metal at the bottom

With metal at $y=-d$ and $k=\pi/w$, add the decaying solution that cancels the potential there:

$$\phi_1=A\sin(kx)\left[e^{ky}-e^{-k(y+2d)}\right].$$

At $y=-d$ both exponentials equal $e^{-kd}$, so $\phi_1=0$. Their derivatives add:

$$\left.\frac{\partial\phi_1}{\partial y}\right|_{x=w/2,\;y=-d}=kA\left[e^{-kd}+e^{-kd}\right]=2kA\,e^{-kd}.$$

On returning to the mouth, the reflected part is smaller than the incident part by $e^{-2kd}$, about $0.002$ for $d=w$. To leading order $A$ keeps its value $E_0w/\pi$, and

$$E_{\text{contact}}\approx2e^{-\pi}E_0=0.0864\,E_0 .$$

A truncated mode-matching calculation that includes the higher modes and the reflection gave $0.0862\,E_0$. For thin walls the exact result is also available. The map $t=\sin[\pi(z-w/2+id)/w]$ sends the half-strip above the metal to the upper half-plane with the wall tips at $t=\pm\cosh(\pi d/w)$. Then $\phi=(E_0w/\pi)\operatorname{Im}\arcsin[t/\cosh(\pi d/w)]$ gives a contact field $E_0/\cosh(\pi d/w)=0.0863\,E_0$ at $d=w$. The factor $0.043$ thus describes a slot that continues downward; a contact at the same depth sees twice that field.

**The opposite limit: wide walls.** Consider one deep slot between very wide walls with flat tops and sharp corners. Put its axis at $x=0$ and map from the upper half of a $t$-plane:

$$z=\frac{w}{\pi}\left[\sqrt{t^2-1}+\arcsin\frac1t\right],\qquad W=\frac{E_0w}{\pi}\,t .$$

Differentiation gives

$$\frac{dz}{dt}=\frac w\pi\left[\frac{t}{\sqrt{t^2-1}}-\frac{1}{t\sqrt{t^2-1}}\right]=\frac w\pi\,\frac{\sqrt{t^2-1}}{t}.$$

This is real for real $|t|>1$, which traces the flat tops, and imaginary for $|t|<1$, which traces the slot sides. The corners $t=\pm1$ lie at $x=\pm w/2$. Real $t$ gives $\phi=0$ on the whole boundary, and large $t$ gives $W\approx E_0z$. On the axis $t=i\tau$, so

$$\frac{\pi y}{w}=\sqrt{1+\tau^2}-\operatorname{arsinh}\frac1\tau\;\approx\;1-\ln\frac2\tau\qquad(\tau\ll1).$$

Hence $\tau\approx(2/e)e^{\pi y/w}$, and since $\phi=E_0w\tau/\pi$ on the axis, the amplitude is $2/e=0.736$ times the thin-wall value. Mode matching with walls $20w$ wide gave $0.735$. Wall width changes the amplitude but not the decay rate.

## (c) A silicon carbide diode

Take illustrative values for a 4H silicon carbide diode: slot width, slot depth and wall width of 1 µm each, a drift field of 1.5 MV/cm at the junction plane, and $3\times10^{15}$ donors per cm³. The relative permittivity is 10 along the slot and 9.7 across it. In the drift region the field falls linearly to zero over 27.6 µm, so the reverse voltage is roughly half the product of field and width, or 2.1 kV.

The thin-wall estimate is $2\times0.0432\times1.5=0.130$ MV/cm. For these walls the amplitude factor is 0.769, which gives about 0.10 MV/cm. Three further effects are added below.

The walls are still treated as perfect conductors, which requires heavy p-type doping. With $N_A$ acceptors per unit volume, a field $E$ depletes the top of a wall to a depth of about $\varepsilon E/(qN_A)$. This is 0.08 µm for 1.5 MV/cm and $10^{18}$ acceptors per cm³. The depleted acceptors still carry charge, so under a flat top the effective conducting surface recedes by only half this depth, but the stronger field at the corners depletes the wall further. Shortening the slot by 0.08 µm alone would raise the shielded drift field by a factor $e^{0.08\pi}\approx1.3$, but this understates the effect, because the field on the wall tops exceeds $E_0$ and the corners and sides recede as well. With wall depletion included in Poisson's equation, the final contact field of this example is about 1.5 times larger at $10^{18}$ acceptors per cm³ and about 6% larger at $10^{19}$. The values below therefore apply only when wall depletion is negligible.

**Donors.** Let $\rho=qN$, with $N$ the donor density, and let $s=y+d$ be the height above the metal. In a deep slot the donors add

$$\phi_\rho=\frac{\rho}{2\varepsilon}x(w-x)-\sum_{n\ \text{odd}}\frac{4\rho w^2}{\varepsilon n^3\pi^3}\sin\frac{n\pi x}{w}\,e^{-n\pi s/w},$$

where the sum is the sine series of the first term and cancels it at $s=0$. The axis field at the metal is

$$\frac{4\rho w}{\pi^2\varepsilon}\left(1-\frac19+\frac1{25}-\dots\right)=0.371\,\frac{qNw}{\varepsilon},$$

here 0.020 MV/cm. Space charge is negligible when this is much less than the shielded drift field. Here it is about a fifth of it, so the assumption is only fair.

**Wall offset.** The p-type wall and the metal share a Fermi level but not an electrostatic potential. With a barrier of 1.2 eV, and a conduction edge in the wall 3.0 eV above the Fermi level, the wall lies $\Delta V=1.8$ V below the metal. The sine series of a constant gives

$$\phi_V=-\Delta V+\sum_{n\ \text{odd}}\frac{4\Delta V}{n\pi}\sin\frac{n\pi x}{w}\,e^{-n\pi s/w}.$$

With $g=e^{-\pi s/w}$, its axis field is

$$-\frac{4\Delta V}{w}(g-g^3+g^5-\dots)=-\frac{4\Delta V}{w}\frac{g}{1+g^2}\;\to\;-\frac{2\Delta V}{w}\qquad(s\to0),$$

or $-0.036$ MV/cm. It opposes the drift field.

The offset also has a cost. Donors raise the axis of a deep slot by only $\rho w^2/(8\varepsilon)\approx0.70$ V above the walls (with the permittivity across the slot), which is less than $\Delta V$. The slot is therefore depleted at zero bias, and its axis lies at a lower potential than the metal, which adds to the barrier for forward conduction. These dimensions illustrate shielding; they are not a design for low forward voltage.

**Anisotropy.** The equation $\varepsilon_x\phi_{xx}+\varepsilon_y\phi_{yy}=0$ changes the decay rate to $(\pi/w)\sqrt{\varepsilon_x/\varepsilon_y}$. The deep-slot factor rises from 0.0432 to 0.0453.

A numerical solution with these effects added in turn gave 0.099 MV/cm for the walls alone, 0.119 with donors, 0.083 with the offset and 0.088 with anisotropy, on a grid of step $w/80$. Refining the grid at the corners raises the values by up to about 0.0004 MV/cm, to 0.100, 0.119, 0.083 and 0.089. The final field is about a third below the thin-wall estimate and 17 times below the drift field.

**Leakage.** An electron at distance $r$ from the metal has energy $-q^2/(16\pi\varepsilon r)-qEr$ relative to the barrier. The maximum over $r$ is $-\sqrt{q^3E/(4\pi\varepsilon)}$, so the barrier is lowered by about 0.15 eV at 1.5 MV/cm but by 0.036 eV in the slot. In an anisotropic medium the image energy involves the permittivity parallel to the contact, here 9.7. If the high-frequency permittivity (roughly 6.6) applies instead of the static one, both values are about a fifth larger.

For tunnelling at energy $\delta$ below the top of a triangular barrier, thermal occupation times the WKB transmission has exponent

$$\frac{\delta}{k_BT}-\frac{4\sqrt{2m}\,\delta^{3/2}}{3\hbar qE}.$$

Setting its derivative to zero gives $\sqrt\delta=\hbar qE/(2\sqrt{2m}\,k_BT)$. The second term is then two thirds of the first, leaving

$$\frac{\delta}{3k_BT}=\frac{(\hbar qE)^2}{24m(k_BT)^3}.$$

With a rough mass of 0.33 electron masses, an unshielded contact at the same drift field has exponent 12.5 at 300 K and 3.8 at 448 K. At 300 K the optimum lies 0.97 eV below the top, within the 1.2 eV barrier. Image lowering does not simply add to this exponent, because electrons that tunnel so far below the top gain little from the rounding of the barrier. In the slot the exponents are 0.04 and 0.01. The optimum is then far less than $k_BT$ below the top, so these values show only that tunnelling no longer raises the current exponentially. They do not give its share of the current, which requires an integral over energy.

**Geometry and corners.** The shielded part of the drift field depends exponentially on the ratio of slot depth to slot width, through $e^{-\pi d/w}$. The donor and offset fields at the contact do not vanish in a deep slot. In the example they add up to about $-0.015$ MV/cm with anisotropy included, so deepening the slot reverses the axis field at the metal, at a depth between $1.5w$ and $2w$, instead of reducing it to zero. At $d=w/2$ the thin-wall estimate becomes $2e^{-\pi/2}E_0\approx0.42\,E_0$, and the exact thin-wall value $E_0/\cosh(\pi/2)=0.40\,E_0$ is 4.6 times that at $d=w$. Shielding also moves the high field to the wall corners. Near a sharp right-angled corner $\phi\propto r^{2/3}\sin(2\theta/3)$, with $r$ now the distance from the corner, so the field grows as $r^{-1/3}$ without limit. The calculated 1.53 MV/cm at 0.14 µm from the corner, on the diagonal over the slot, is therefore not the peak. At the same distance the field is about 1.76 MV/cm directly above the corner and 1.90 MV/cm on the diagonal over the wall top. Comparison with the breakdown field, which is roughly 2.5 MV/cm but depends on doping and may be some tenths lower at this donor density, requires the actual corner radius.

## Table of computed values

```
exp(-pi), deep-slot attenuation: 0.043214
thin-wall axis field at depth w / E0, exact: 0.043174
same, Poisson grid: 0.043133
mouth axis field / E0, Poisson grid: 0.7071
decay rate times w, Poisson grid: 3.1411
decay rate times w, permittivity ratio 0.6: 2.432
first-mode mouth field / E0, quadrature: 1
contact factor 2 exp(-pi): 0.08643
contact / total first-mode mouth field, sech(pi): 0.08627
thin-wall contact / E0, mode matching: 0.0862
wide-wall amplitude limit 2/e: 0.7358
wall = 20 w amplitude, mode matching: 0.7352
donor coefficient 4G/pi^2: 0.3712
donor coefficient, Poisson grid: 0.3711
wall-offset coefficient, Poisson grid: -2.002
slot width: 1 um
slot depth: 1 um
wall width: 1 um
drift field at junction plane: 1.5 MV/cm
donor density: 3e+15 cm^-3
relative permittivity along slot: 10
relative permittivity across slot: 9.7
Schottky barrier: 1.2 eV
conduction edge above Fermi level in wall: 3 eV
wall potential below metal: 1.8 V
tunnelling mass / electron mass: 0.33
depletion width: 27.6 um
reverse voltage, triangular drift field: 2.07e+03 V
donor potential across slot: 0.679 V
bare deep-slot field: 0.0648 MV/cm
simple contact field, thin walls: 0.13 MV/cm
amplitude factor for example wall width: 0.769
contact field with finite walls: 0.0994 MV/cm
contact field, donors added: 0.119 MV/cm
contact field, wall offset added: 0.0828 MV/cm
contact field, anisotropy added: 0.0884 MV/cm
deep-slot donor estimate: 0.0202 MV/cm
deep-slot offset estimate: -0.036 MV/cm
deep-slot attenuation with example anisotropy: 0.0453
corner sampling distance: 0.141 um
field at that distance from sharp corner: 1.53 MV/cm
rough breakdown field: 2.5 MV/cm
image lowering, unshielded: 0.147 eV
image lowering, slot: 0.0357 eV
tunnel exponent, unshielded, 300 K: 12.5
tunnel exponent, slot, 300 K: 0.0435
tunnel exponent, unshielded, 448 K: 3.76
tunnel exponent, slot, 448 K: 0.0131
optimum tunnelling energy below top, unshielded, 300 K: 0.972 eV
```
